# Why exact Kohn-Sham core levels are not binding energies: test program

```python
"""Kohn-Sham (KS) core eigenvalues are not binding energies: neon 1s.

Result under test, for an occupied KS orbital i with eigenvalue eps_i:
    I_i = -eps_i + w_i - R_i,   w_i = <i| v_xc - nonlocal exchange |i>
I_i : removal energy E(ion with hole i) - E(atom)
R_i : unrelaxed removal energy of the KS determinant minus I_i
For 1s, w and R do not cancel even when the potential yields a CCSD density.
The constant in the potential is fixed by eps_2p = -I_2p.
Internal quantities are in atomic units; printed energies are in eV.
"""
import itertools
import h5py
import numpy as np
from scipy import constants, sparse
from scipy.linalg import eigh
from scipy.sparse.linalg import eigsh
from pyscf import gto, scf, dft, cc, lib

EV = constants.physical_constants["Hartree energy in eV"][0]
ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10

scratch_number = itertools.count()


def memory_scratch(*args, **kwargs):
    """Scratch storage held in memory, with no file on disk."""
    return h5py.File(f"scratch_{next(scratch_number)}", "w",
                     driver="core", backing_store=False)


lib.H5TmpFile = memory_scratch
lib.misc.H5TmpFile = memory_scratch


def show(label, value, unit="eV", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


# Highest-level theorem on an exactly solved two-electron 1D model.
# Nuclear charge 2, all Coulomb terms softened as 1/sqrt(x^2 + 1).
step_x = 0.2
x = np.arange(-60, 61) * step_x
kinetic_1d = sparse.diags([-0.5, 1.0, -0.5], [-1, 0, 1],
                          shape=(x.size, x.size)) / step_x**2
v_nuc = -2 / np.sqrt(x**2 + 1)
one_body = kinetic_1d + sparse.diags(v_nuc)
repulsion = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
unit_1d = sparse.identity(x.size)
two_body = (sparse.kron(one_body, unit_1d) + sparse.kron(unit_1d, one_body)
            + sparse.diags(repulsion.ravel()))
e_two, psi = eigsh(two_body.tocsc(), k=1, sigma=-2.6)
e_one = np.linalg.eigvalsh(one_body.toarray())[0]
model_ip = e_one - e_two[0]
density_1d = 2 * np.sum(psi[:, 0].reshape(x.size, x.size)**2, axis=1) / step_x
phi_1d = np.sqrt(density_1d / 2)
hartree_1d = repulsion @ density_1d * step_x
j = int(np.argmin(abs(x - 7.0)))
curvature = (phi_1d[j+1] - 2*phi_1d[j] + phi_1d[j-1]) / step_x**2
# For two electrons exchange cancels half of the Hartree potential;
# the correlation potential is negligible this far out.
model_eps = v_nuc[j] + hartree_1d[j] / 2 - curvature / (2 * phi_1d[j])
assert abs(model_eps + model_ip) < 0.005  # residual multipole terms at finite x

# Neon in an uncontracted basis
basis = [[0, [0.12 * 2.5**k, 1.0]] for k in range(15)]
basis += [[1, [0.08 * 2.5**k, 1.0]] for k in range(10)]
basis += [[2, [a, 1.0]] for a in (0.7, 2.0, 6.0)]
basis += [[3, [2.5, 1.0]]]
mol = gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)
nao = mol.nao
atom_hf = scf.RHF(mol)
atom_hf.chkfile = None
atom_hf.conv_tol = 1e-11
atom_hf.kernel()
assert atom_hf.converged
hcore = atom_hf.get_hcore()
overlap = atom_hf.get_ovlp()


def run_core_occupation(mf, core_occupation):
    """Self-consistent field with a chosen occupation of one 1s spin orbital."""
    occ = np.zeros((2, nao))
    occ[:, :5] = 1.0
    occ[1, 0] = core_occupation
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: occ
    mf.chkfile = None
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    c0 = atom_hf.mo_coeff
    mf.kernel(np.array([(c0 * occ[s]) @ c0.T for s in (0, 1)]))
    assert mf.converged
    return mf


def new_lda():
    mf = dft.UKS(mol)
    mf.xc = "lda,vwn"
    mf.grids.atom_grid = {"Ne": (100, 50)}
    mf.grids.prune = None
    return mf


# Relaxed core-hole energies
ion_hf = run_core_occupation(scf.UHF(mol), 0.0)
binding_hf = ion_hf.e_tot - atom_hf.e_tot
atom_rel = run_core_occupation(scf.UHF(mol).sfx2c1e(), 1.0)
ion_rel = run_core_occupation(scf.UHF(mol).sfx2c1e(), 0.0)
binding_rel = ion_rel.e_tot - atom_rel.e_tot

# LDA: eigenvalue as slope, binding energy as integral of the slope
atom_lda = run_core_occupation(new_lda(), 1.0)
ion_lda = run_core_occupation(new_lda(), 0.0)
binding_lda = ion_lda.e_tot - atom_lda.e_tot
lda_1s, lda_2p = atom_lda.mo_energy[1][0], atom_lda.mo_energy[1][4]
nodes, node_weights = np.polynomial.legendre.leggauss(5)
slopes = np.array([run_core_occupation(new_lda(), (t + 1) / 2).mo_energy[1][0]
                   for t in nodes])
janak_integral = -np.sum(node_weights * slopes) / 2
half_occupation = -slopes[2]
# Five-point quadrature of a curve that bends strongly near zero occupation
assert abs(janak_integral - binding_lda) * EV < 0.3

# CCSD density and first ionization energy
ccsd = cc.CCSD(atom_hf)
ccsd.kernel()
assert ccsd.converged
dm_ccsd = ccsd.make_rdm1(ao_repr=True)
assert abs(np.sum(dm_ccsd * overlap) - 10) < 1e-6
ip_2p = float(np.ravel(ccsd.ipccsd(nroots=1)[0])[0])

# Radial quadrature along the z axis for spherical integrands
log_r = np.linspace(np.log(1e-5), np.log(20.0), 500)
r = np.exp(log_r)
radial_weight = r**3 * (log_r[1] - log_r[0])
coords = np.column_stack([0 * r, 0 * r, r])
ao = mol.eval_gto("GTOval_sph", coords)
labels = mol.ao_labels(fmt=None)
s_idx = [i for i, l in enumerate(labels) if l[2][-1] == "s"]
p_idx = {m: [i for i, l in enumerate(labels)
             if l[2][-1] == "p" and l[3] == m] for m in "xyz"}
# (basis indices, angular factor, occupied radial levels, degeneracy)
channels = [(s_idx, 4 * np.pi, 2, 1), (p_idx["z"], 4 * np.pi / 3, 1, 3)]
for idx, ang, _, _ in channels:
    by_quadrature = (ao[:, idx].T * (ang * radial_weight)) @ ao[:, idx]
    assert np.allclose(by_quadrature, overlap[np.ix_(idx, idx)], atol=1e-6)

inverse_distance = np.empty((r.size, nao, nao))
for n, z in enumerate(r):
    with mol.with_rinv_origin((0.0, 0.0, z)):
        inverse_distance[n] = mol.intor("int1e_rinv")


def slater_potential(orbitals):
    """Density-weighted average of the orbital exchange potentials."""
    values = ao @ orbitals
    pairs = orbitals.T @ inverse_distance @ orbitals
    spin_density = np.sum(values**2, axis=1)
    weighted = np.einsum("gi,gj,gij->g", values, values, pairs)
    return -weighted / spin_density, spin_density


# Orthonormal radial frames and the starting exchange potential
fock_hf = atom_hf.get_fock()
frames = [eigh(fock_hf[np.ix_(c[0], c[0])], overlap[np.ix_(c[0], c[0])])[1]
          for c in channels]
v_start = slater_potential(atom_hf.mo_coeff[:, :5])[0]


def invert(dm, exponents, penalty=1e-5):
    """Find the local potential whose KS density has the target's moments.

    The penalty keeps combinations of Gaussians that hardly change the
    density from growing without limit.
    """
    dm = np.array(dm)
    hartree = atom_hf.get_j(mol, dm)
    rho = np.einsum("gi,gi->g", ao @ dm, ao)
    g = np.exp(-np.outer(exponents, r**2))
    moments = g @ (4 * np.pi * radial_weight * rho)
    refs, fits, fixed, varied = [], [], [], []
    for (idx, ang, _, _), frame in zip(channels, frames):
        ix = np.ix_(idx, idx)
        local = ao[:, idx]
        refs.append(hartree[ix]
                    + (local.T * (ang * radial_weight * v_start)) @ local)
        fits.append(np.einsum("tg,gi,gj->tij", ang * radial_weight * g,
                              local, local, optimize=True))
        fixed.append(frame.T @ (hcore[ix] + refs[-1]) @ frame)
        varied.append(frame.T @ fits[-1] @ frame)

    def evaluate(b):
        value = -b @ moments - penalty * (b @ b) / 2
        grad = -moments - penalty * b
        hess = -penalty * np.eye(b.size)
        levels = []
        for (_, _, nocc, deg), h0, fit in zip(channels, fixed, varied):
            h = h0 + np.tensordot(b, fit, 1)
            e, c = eigh((h + h.T) / 2)
            gmo = c.T @ fit @ c
            value += 2 * deg * e[:nocc].sum()
            grad = grad + 2 * deg * np.einsum("tii->t", gmo[:, :nocc, :nocc])
            ov = gmo[:, :nocc, nocc:]
            denom = e[:nocc, None] - e[None, nocc:]
            hess = hess + 4 * deg * np.einsum("tia,uia->tu", ov / denom, ov)
            levels.append((e, c))
        return value, grad, hess, levels

    b = np.zeros(len(exponents))
    state = evaluate(b)
    damping = 1e-2
    for _ in range(500):
        if np.max(abs(state[1])) < 1e-8:
            break
        change = np.linalg.solve(-state[2] + damping * np.eye(b.size), state[1])
        trial = evaluate(b + change)
        # The slack covers rounding noise in the sum of eigenvalues.
        if trial[0] > state[0] - 1e-9:
            b, state = b + change, trial
            damping = max(damping / 5, 1e-14)
        else:
            damping *= 5
    residual = np.max(abs(state[1]))
    assert residual < 1e-6, f"residual {residual:.2e}, damping {damping:.1e}"
    (e_s, c_s), (e_p, c_p) = state[3]
    orbitals = np.zeros((nao, 5))
    orbitals[s_idx, :2] = (frames[0] @ c_s)[:, :2]
    for k, m in enumerate("xyz"):
        orbitals[p_idx[m], 2 + k] = (frames[1] @ c_p)[:, 0]
    rho_ks = 2 * np.sum((ao @ orbitals)**2, axis=1)
    mismatch = 4 * np.pi * np.sum(radial_weight * abs(rho_ks - rho))
    potentials = [ref + np.tensordot(b, fit, 1) for ref, fit in zip(refs, fits)]
    return {"1s": e_s[0], "2p": e_p[0], "gap": e_p[0] - e_s[0],
            "orbitals": orbitals, "potentials": potentials,
            "mismatch": mismatch}


fine = 0.06 * 2.5**np.arange(11)
coarse = 0.06 * 3.0**np.arange(9)
ks = invert(dm_ccsd, fine)
ks_coarse = invert(dm_ccsd, coarse)
ks_from_hf = invert(atom_hf.make_rdm1(), fine)
ks_from_lda = invert(np.array(atom_lda.make_rdm1()).sum(axis=0), fine)
lda_gap = lda_2p - lda_1s
# One eV allows for the finite potential basis; the effect at stake is ~30 eV.
lda_gap_error = (ks_from_lda["gap"] - lda_gap) * EV
basis_spread = (ks_coarse["gap"] - ks["gap"]) * EV
assert abs(lda_gap_error) < 1.0, f"LDA gap error {lda_gap_error:.3f} eV"
assert abs(basis_spread) < 1.0, f"basis spread {basis_spread:.3f} eV"
assert ks["mismatch"] < 0.03, f"density mismatch {ks['mismatch']:.4f}"

# Ledger from KS eigenvalue to binding energy
shift = -ip_2p - ks["2p"]
orb = ks["orbitals"]
dm_ks = 2 * orb @ orb.T
j_ks, k_ks = atom_hf.get_jk(mol, dm_ks)
uhf = scf.UHF(mol)
e_det = uhf.energy_tot(dm=np.array([dm_ks / 2, dm_ks / 2]))
ledger = {}
for name, col, chan in (("1s", 0, 0), ("2p", 4, 1)):
    idx = channels[chan][0]
    vec = orb[idx, col]
    v_xc = vec @ (ks["potentials"][chan] - j_ks[np.ix_(idx, idx)]) @ vec + shift
    exchange = -0.5 * orb[:, col] @ k_ks @ orb[:, col]
    hole = dm_ks / 2 - np.outer(orb[:, col], orb[:, col])
    e_frozen = uhf.energy_tot(dm=np.array([dm_ks / 2, hole]))
    eps = ks[name] + shift
    w = v_xc - exchange
    ledger_error = (e_frozen - e_det) - (-eps + w)
    assert abs(ledger_error) < 1e-6, f"{name} ledger error {ledger_error:.2e}"
    ledger[name] = dict(eps=eps, w=w, frozen=e_frozen - e_det, v_xc=v_xc,
                        exchange=exchange, e_frozen=e_frozen)
core, valence = ledger["1s"], ledger["2p"]

# Slater potential of the KS orbitals
v_slater, half_rho = slater_potential(orb)
ex_radial = 4 * np.pi * np.sum(radial_weight * half_rho * v_slater)
ex_matrix = -0.25 * np.sum(dm_ks * k_ks)
assert abs(ex_radial - ex_matrix) < 1e-4, f"{ex_radial} {ex_matrix}"
density_1s = (ao @ orb[:, 0])**2
slater_1s = 4 * np.pi * np.sum(radial_weight * density_1s * v_slater)
averaging_part = slater_1s - core["exchange"]
remainder_part = core["v_xc"] - slater_1s

# Physical claims
ks_error = binding_hf + core["eps"]
lda_error = binding_hf + lda_1s
assert ks_error * EV > 20
assert lda_error > ks_error
assert core["w"] > 10 * abs(valence["w"]), f"{core['w']} {valence['w']}"
assert -atom_hf.mo_energy[0] > binding_hf
assert abs(binding_lda - binding_hf) < 0.5 * lda_error

print("Two-electron 1D model")
show("distance where the tail is read", x[j] * ANGSTROM, "angstrom")
show("model ionization energy", model_ip * EV, digits=3)
show("minus KS eigenvalue from density tail", -model_eps * EV, digits=3)
print("Neon, LDA")
show("minus LDA 1s eigenvalue", -lda_1s * EV)
show("minus LDA 2p eigenvalue", -lda_2p * EV)
show("LDA 1s-2p gap", lda_gap * EV)
show("LDA relaxed 1s binding energy", binding_lda * EV)
show("integral of minus LDA 1s eigenvalue", janak_integral * EV)
show("minus LDA 1s eigenvalue at half occupation", half_occupation * EV)
print("Neon, KS potential from CCSD density")
show("2p ionization energy, IP-EOM-CCSD", ip_2p * EV)
show("minus KS 1s eigenvalue", -core["eps"] * EV)
show("KS 1s-2p gap", ks["gap"] * EV)
show("same gap, coarser potential basis", ks_coarse["gap"] * EV)
show("gap from Hartree-Fock density", ks_from_hf["gap"] * EV)
show("gap recovered from LDA density", ks_from_lda["gap"] * EV)
show("integrated absolute density mismatch", ks["mismatch"], "electrons", 5)
print("From LDA to KS: change of minus 1s eigenvalue")
show("total change", (lda_1s - core["eps"]) * EV)
show("common shift read from 2p", (lda_2p + ip_2p) * EV)
show("change of 1s-2p gap", (ks["gap"] - lda_gap) * EV)
print("Neon 1s binding energy")
show("minus Hartree-Fock 1s eigenvalue", -atom_hf.mo_energy[0] * EV)
show("relaxed Hartree-Fock binding energy", binding_hf * EV)
show("same with scalar relativity", binding_rel * EV)
show("scalar-relativistic shift", (binding_rel - binding_hf) * EV)
print("Ledger for 1s")
show("w, local minus nonlocal exchange", core["w"] * EV)
show("part of w from Slater averaging", averaging_part * EV)
show("part of w from v_xc minus Slater", remainder_part * EV)
show("unrelaxed removal energy F", core["frozen"] * EV)
show("R = F minus relaxed binding energy", (core["frozen"] - binding_hf) * EV)
show("ion relaxation within R", (core["e_frozen"] - ion_hf.e_tot) * EV)
show("KS determinant above Hartree-Fock atom", (e_det - atom_hf.e_tot) * EV)
show("binding energy minus KS value, w - R", ks_error * EV)
show("binding energy minus LDA value", lda_error * EV)
print("Ledger for 2p")
show("w for 2p", valence["w"] * EV)
show("unrelaxed removal energy F for 2p", valence["frozen"] * EV)
show("R for 2p", (valence["frozen"] - ip_2p) * EV)
print("all good")
```

Running it gives:

```
Two-electron 1D model
distance where the tail is read: 3.70 angstrom
model ionization energy: 20.547 eV
minus KS eigenvalue from density tail: 20.525 eV
Neon, LDA
minus LDA 1s eigenvalue: 824.66 eV
minus LDA 2p eigenvalue: 13.55 eV
LDA 1s-2p gap: 811.11 eV
LDA relaxed 1s binding energy: 862.66 eV
integral of minus LDA 1s eigenvalue: 862.66 eV
minus LDA 1s eigenvalue at half occupation: 864.38 eV
Neon, KS potential from CCSD density
2p ionization energy, IP-EOM-CCSD: 21.34 eV
minus KS 1s eigenvalue: 838.66 eV
KS 1s-2p gap: 817.33 eV
same gap, coarser potential basis: 817.28 eV
gap from Hartree-Fock density: 815.81 eV
gap recovered from LDA density: 811.53 eV
integrated absolute density mismatch: 0.00583 electrons
From LDA to KS: change of minus 1s eigenvalue
total change: 14.00 eV
common shift read from 2p: 7.78 eV
change of 1s-2p gap: 6.22 eV
Neon 1s binding energy
minus Hartree-Fock 1s eigenvalue: 891.78 eV
relaxed Hartree-Fock binding energy: 868.35 eV
same with scalar relativity: 869.35 eV
scalar-relativistic shift: 1.00 eV
Ledger for 1s
w, local minus nonlocal exchange: 53.37 eV
part of w from Slater averaging: 9.52 eV
part of w from v_xc minus Slater: 43.85 eV
unrelaxed removal energy F: 892.03 eV
R = F minus relaxed binding energy: 23.68 eV
ion relaxation within R: 23.79 eV
KS determinant above Hartree-Fock atom: 0.11 eV
binding energy minus KS value, w - R: 29.68 eV
binding energy minus LDA value: 43.69 eV
Ledger for 2p
w for 2p: 2.16 eV
unrelaxed removal energy F for 2p: 23.50 eV
R for 2p: 2.16 eV
all good
```
